# Level-Set Simulation of Trench Pinch-Off with Visibility-Dependent Deposition

**Result.** A long trench, 40 nm wide and 80 nm deep, is coated from above by a film that grows with normal speed

$$V=R_0\,[\,c+(1-c)F\,],\qquad F=\frac12\int_{-\pi/2}^{\pi/2}v(\theta)\,\max(0,\mathbf n\cdot\mathbf u)\,d\theta .\tag{1}$$

Here $R_0$ is the growth rate on an open flat surface and $\mathbf n=(n_x,n_y)$ is the unit normal into the air. The direction $\mathbf u=(\sin\theta,\cos\theta)$ points to the sky at angle $\theta$ from the vertical, and $v=1$ if the ray along $\mathbf u$ escapes, $v=0$ if it hits the film. For $c=0.2$ the trench pinches off after a blanket thickness $\tau=R_0t$ of about 50 nm and encloses a void of 1040 to 1070 nm²; the finest grid gives the lower figure, and the area still rises with refinement. Halving the grid spacing from 2 to 1 nm changes the void shape by 1.3 % of its area, which does not bound the remaining error. Doubling the number of sky directions from 128 to 256 changes it by about 0.1 %.

The uniform share $c$ is essential. With $c=0$, smooth lips of bounded curvature do not meet in finite time, and a closure seen on a grid would be set by the grid spacing. This is a statement about the continuum model: for this trench the half-gap at $c=0$ falls below 1 nm near $\tau=90$ nm, where molecular size takes over and the model no longer describes a real film.

## The flux and its assumptions

Molecules fly without collisions inside the trench. A fraction $1-c$ of the blanket growth comes from species that stick at first contact and arrive isotropically. The fraction $c$ comes from species that stick so rarely that they coat all surfaces equally until closure. There is no surface diffusion. The lines are equally high and the cross-section is mirror-symmetric.

Let $I$ be the arriving intensity per solid angle. With $\beta$ the angle from the trench axis, a direction has in-plane part $\sin\beta\,\mathbf u$, and $d\Omega=\sin\beta\,d\beta\,d\theta$. Visibility does not depend on $\beta$, because the trench is uniform along its axis. The arrival rate is therefore

$$I\int_0^\pi\sin^2\!\beta\,d\beta\int v\max(0,\mathbf n\cdot\mathbf u)\,d\theta=\frac{\pi I}{2}\int v\max(0,\mathbf n\cdot\mathbf u)\,d\theta .$$

On an open flat the last integral is $\int\cos\theta\,d\theta=2$ and the rate is $\pi I$. The ratio of the two is $F$ in (1).

Two closed forms for the empty trench, of width $w$ and depth $H$, test the visibility calculation. The floor centre sees $|\theta|<\theta_0$ with $\tan\theta_0=(w/2)/H$, so

$$F=\sin\theta_0=\frac{w/2}{\sqrt{(w/2)^2+H^2}}=0.2425 .$$

A wall point at depth $z$ sees an angle $\theta_w$ from the vertical, with $\tan\theta_w=w/z$. Hence

$$F=\frac12\int_0^{\theta_w}\sin\theta\,d\theta=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right),$$

which is 0.2000 at $z=30$ nm. Ray counting with 4096 directions gives 0.2422 and 0.2000.

## An exact moving surface

On a convex solid standing alone nothing blocks the directions that face the surface. If the normal is tilted by $\alpha\ge0$ from the vertical, these directions are $\alpha-\pi/2<\theta<\pi/2$, and

$$F=\frac12\Big[\sin(\theta-\alpha)\Big]_{\alpha-\pi/2}^{\pi/2}=\frac{1+\cos\alpha}{2}=\frac{1+n_y}{2}.$$

Negative $\alpha$ follows by reflection. Inserting this in (1),

$$\frac{V}{R_0}=\frac{1+c}{2}+\frac{1-c}{2}\,n_y .\tag{2}$$

A constant normal speed dilates the solid, and a normal speed proportional to $n_y$ translates it upward. The film is thus the original solid dilated by $(1+c)\tau/2$ and lifted by $(1-c)\tau/2$. It stays convex, so (2) remains valid, and a sharp corner becomes an arc of radius $(1+c)\tau/2$.

This solution tests the surface motion, the normals and the flux sum together on a rectangular ridge. It does not test shadowing, since no direction facing a convex surface is hidden; shadowing is tested separately on fixed shapes, the empty trench and the circular lips below. After $\tau=16$ nm the largest surface error is 0.97 nm for $h=2$ nm and 0.50 nm for $h=1$ nm. It halves with the grid spacing, as a first-order error does.

The same speed bounds the closure. In a trench, shadowing removes directions, so $V$ cannot exceed (2) for the same normal, and the film on the lines stays inside the dilated and lifted lines. Above the floor film, which rises by at most $\tau$, these leave a slit open until $(1+c)\tau/2=w/2$. In the other direction $V\ge cR_0$, so the walls have met at the latest when $c\tau=w/2$. The closure thickness $\tau_c$ therefore obeys

$$\frac{w}{1+c}\le\tau_c\le\frac{w}{2c},\tag{3}$$

here 33.3 to 100 nm. In the conformal limit $c=1$ both bounds become $w/2$: the walls meet along their whole height and leave a seam without a void.

## Why line-of-sight flux does not close the neck

Let the two lips be arcs of radius $R$ separated by $2g$. From the narrowest point of one lip, the centre of the other lies at horizontal distance $R+2g$. The tangent ray to the other lip makes an angle $\delta$ with the horizontal, where $\sin\delta=R/(R+2g)$. The visible sky runs from the vertical to $\theta_m=\pi/2-\delta$, so $\cos\theta_m=R/(R+2g)$ and

$$F_{\rm neck}=\frac12(1-\cos\theta_m)=\frac{g}{R+2g}.\tag{4}$$

For $R=25$ nm and $g=1$ nm this is $1/27=0.0370$, and ray counting gives the same. For $g=0.25$ nm the values are 0.0098 from both.

Let $G(y,\tau)$ be the half-width at height $y$, and $g(\tau)$ its minimum over $y$. Since $\partial G/\partial y=0$ at the minimum, a shift of the neck does not contribute to first order, and $dg/d\tau=\partial G/\partial\tau$. The wall is vertical there, so its horizontal displacement is its normal growth:

$$\frac{dg}{d\tau}=-\left[c+(1-c)\frac{g}{R+2g}\right].\tag{5}$$

For $c=0$ and $R\ge R_{\min}$ the right side is no more negative than $-g/R_{\min}$. Hence $g\ge g_0e^{-(\tau-\tau_0)/R_{\min}}$, which is positive at every finite $\tau$. For small $g$ the tangent point lies about $2\sqrt{gR}$ above the neck, so only the local curvature matters and the argument carries over, at leading order, to smooth lips that are not circles. Lips that sharpen without limit escape it.

With $c>0$ the rate tends to $c$ and closure is finite. Taking $R=(1+c)\tau/2$ from the unshadowed solution and starting from $g=w/2$, equation (5) closes at 50.3 nm. The finest simulation gives the same rounded value. This agreement is closer than the model warrants, since real lips are shadowed and are not circular arcs.

## The algorithm

**Surface motion.** The surface is the zero contour of $\varphi$, positive in air. A surface point moves with $\dot{\mathbf x}=V\mathbf n$ and $\mathbf n=\nabla\varphi/|\nabla\varphi|$. Differentiating $\varphi(\mathbf x(t),t)=0$ gives

$$\varphi_t+V|\nabla\varphi|=0 .$$

Initially $\varphi$ is the distance to the surface in the air. If $V$ is extended off the surface so that it is constant along normals, then $\nabla V\cdot\nabla\varphi=0$, and where $|\nabla\varphi|=1$

$$\partial_t|\nabla\varphi|^2=-2\nabla\varphi\cdot\nabla(V|\nabla\varphi|)=0 .$$

The field thus remains a distance wherever it is smooth, apart from discretization errors, and it is not rebuilt during the run.

**Slopes.** The backward difference satisfies $(\varphi_i-\varphi_{i-1})/h=\varphi'-h\varphi''/2+O(h^2)$. Adding an estimate of $h\varphi''/2$ gives a second-order slope $D^-$; subtracting it from the forward difference gives $D^+$. Of two neighbouring second differences the smaller in magnitude is used, or zero if their signs differ. Because the film moves into the air, information travels along $+\mathbf n$, and the upwind choice is

$$|\nabla\varphi|^2=\sum_{x,y}\max\left[\max(D^-,0)^2,\ \min(D^+,0)^2\right].$$

Each time step is $\Delta\tau=h/2$. Two successive Euler steps of this length are taken, and the result is averaged with the starting field. The speed is computed once per step and frozen, which makes the complete method first order in time.

**Visibility.** Each grid cell cut by the contour supplies a straight segment. Seen from a surface point, a segment covers an interval of $\theta$. A direction is visible if no interval contains it. The directions are the midpoints

$$\theta_k=-\frac{\pi}{2}+\left(k+\frac12\right)\frac{\pi}{M},\qquad k=0,\dots,M-1 .$$

A grid node takes its visibility $v_k$ from the nearest surface point and its normal from $\varphi$ at the node. For a normal at angle $\alpha$, the facing directions $|\theta-\alpha|<\pi/2$ form one contiguous range $k_1\le k<k_2$, and

$$F\approx\frac{\pi}{2M}\left[n_x\sum_{k=k_1}^{k_2-1}v_k\sin\theta_k+n_y\sum_{k=k_1}^{k_2-1}v_k\cos\theta_k\right].$$

Both sums are differences of running sums stored for each surface point, so the cost per node does not grow with $M$.

**Last step to closure.** The run stops when $g<h$, at half-gap $g_s$ and closing rate $r$ in units of $R_0$. For $g\ll R$ equation (5) is linear in $g$, so the rate is $c+(r-c)g/g_s$. The remaining thickness is

$$\Delta\tau_s=\int_0^{g_s}\frac{dg}{c+(r-c)g/g_s}=\frac{g_s}{r-c}\ln\frac rc .\tag{6}$$

The void wall is moved inward by $c\,\Delta\tau_s$; line-of-sight flux through the nearly closed mouth is neglected over this interval. In the finest run $g_s=0.991$ nm and $r=0.216$, giving $\Delta\tau_s=4.8$ nm. If the rate falls steadily from $r$ to $c$, the true value lies between $g_s/r=4.6$ nm and $g_s/c=5.0$ nm. The closing law therefore adds at most a few tenths of a nanometre to the error of $\tau_c$.

## Angular error

The midpoint rule has an error of order $M^{-2}$ where the integrand is smooth. A shadow edge at $\theta_e$ is worse: it is displaced by up to half an interval, $\pi/(2M)$. Its contribution to the error of $F$ is at most

$$\frac12\cdot\frac{\pi}{2M}\,|\mathbf n\cdot\mathbf u(\theta_e)|\le\frac{\pi}{4M}.$$

For $M=128$ this is 0.006 per edge, measured against the open-flat flux of 1. The floor centre has two edges, which for $M=4096$ allow an error of 0.0004; the observed one is 0.0003.

Near closure the visible angle at the neck is $\theta_m\approx2\sqrt{g/R}$, from expanding $\cos\theta_m$. With $g=1$ nm and $R=25$ nm it is 0.4 rad, which contains about 16 of 128 directions but only 2 of 16.

The effect on the void is measured by the area of the symmetric difference, the region belonging to one void and not to the other. At fixed $h=2$ nm, relative to $M=256$, it is

| $M$ | difference (nm²) | share of void |
|---:|---:|---:|
| 16 | 18.5 | 1.8 % |
| 32 | 10.5 | 1.0 % |
| 64 | 6.0 | 0.6 % |
| 128 | 1.0 | 0.1 % |

The first three entries fall a little more slowly than $1/M$. They are uncertain by a few nm²: the void areas, computed from cell fractions, differ from the $M=256$ area by 15, 12 and 7 nm², the last two exceeding the sampled shape difference. The last is at the resolution of the measure: shapes are compared on a 0.5 nm mesh in one half of the trench, so one sample point counts as 0.5 nm² after mirroring. The closure thickness is not monotone in $M$. It varies between 49.8 and 50.5 nm over the series.

## Grid error

At fixed $M=128$ the results are

| $h$ (nm) | $\tau_c$ (nm) | neck height (nm) | void area (nm²) |
|---:|---:|---:|---:|
| 4 | 49.70 | 98.0 | 1013 |
| 2 | 49.94 | 103.0 | 1031 |
| 1 | 50.26 | 103.5 | 1038 |

Heights are measured from the original trench floor. Relative to $h=1$ nm, the shape differences are 54 nm² for $h=4$ nm and 14 nm² for $h=2$ nm. The areas differ by only 25 and 7 nm², because excess in one place offsets a deficit in another. Area alone would hide roughly half of the shape change, although the two numbers come from different measures that disagree by a few nm².

If the shape error were proportional to $h$, the two differences from the $h=1$ result would have ratio $(4-1)/(2-1)=3$. For an error proportional to $h^2$ it would be $(16-1)/(4-1)=5$. The observed ratio is 3.9, and two differences cannot fix an order. If first order is assumed, the $h=1$ void is still about 14 nm² from its limit, or 1.3 %. This estimate is optimistic. The ridge test shows surface errors up to 0.5 nm at $h=1$ nm, and a mean wall shift of only 0.15 to 0.2 nm along the void perimeter of about 200 nm changes the area by 30 to 40 nm². The area should be taken as uncertain by about 3 %.

The closure thickness gives no basis for extrapolation: its successive changes, 0.24 and 0.32 nm, do not decrease. They are below 1 % of $\tau_c$, but this does not bound the error. Just before closure the half-gap shrinks at a rate close to $c$, so an error $\epsilon$ in the half-width shifts $\tau_c$ by almost $\epsilon/c=5\epsilon$. No more than "about 50 nm" should be stated.

The neck height is the most delicate quantity. Near the minimum the half-width is $g+s^2/(2R)$ at vertical distance $s$, so a half-width error $\epsilon$ can move the apparent minimum by $\sqrt{2R\epsilon}$. With $R=25$ nm and $\epsilon=0.5$ nm this is 5 nm. The actual lips are flatter: $r=0.216$ at $g_s=0.991$ nm in (5) corresponds to $R\approx48$ nm, which raises the estimate to about 7 nm. In addition, the neck is reported only to the nearest grid row, and the rows are $h$ apart.

## Reading the void

At a blanket rate of 100 nm/min, closure takes about 30 s. The finest grid puts the neck 23.5 nm above the line tops, with a possible error of several nanometres. In this model, later polishing to well below that height would open the void. The unshadowed lines would have vertical sides up to $(1-c)\tau_c/2=20.1$ nm above their original tops and curve away above that. The grid series does not resolve this difference of a few nanometres, which is no evidence that the two heights coincide.

At half depth the wall film is 11.7 nm thick, of which the uniform share supplies $0.2\times50.26=10.1$ nm. Line-of-sight species add only 1.6 nm there. At the floor centre the film is 14.1 nm, so they add 4.0 nm. With the initial value $F=0.2425$ held throughout they would have added $0.8\times0.2425\times50.26=9.8$ nm; the narrowing mouth removes more than half.

For the electrical effect, $\nabla\cdot(\varepsilon\nabla\Phi)=0$ is solved between the metal sidewalls, with relative permittivity $\varepsilon=2.7$ in the film and 1 in the void, and no flux through the planes of the line tops and bottoms. Let $C$ be the capacitance per length, and define $k_{\rm eff}=Cw/(\varepsilon_0H)$. Forcing the flux to run in separate horizontal layers can only lower $C$; forcing vertical planes to be equipotentials can only raise it. Adding the layers in parallel and the planes in series gives

$$\left\langle\frac{1}{\langle1/\varepsilon\rangle_x}\right\rangle_y\le k_{\rm eff}\le\frac{1}{\big\langle1/\langle\varepsilon\rangle_y\big\rangle_x}.$$

On the $h=1$ nm permittivity map the solution is $k_{\rm eff}=1.88$, between the bounds 1.86 and 1.98 for that map. The sidewall capacitance falls from 47.8 to 33.2 aF/µm, or by about 30 %. The solution and both bounds carry the grid error of the void shape and of the cut cells, about 0.03 in $k_{\rm eff}$; a void 3 % larger with sharp walls gives about 1.85. At half depth alone, 23.5 nm of film and 16.5 nm of air in series give $40/(23.5/2.7+16.5)=1.59$. The floor film and the narrowing upper void raise the average.

## Relation to real air gaps

The dimensions, film permittivity and process values are rough, round numbers in the regime of air gaps between metal lines at 80 nm pitch, made by poorly conformal chemical vapour deposition. At 5 Torr and 623 K, for a molecular diameter of 0.5 nm, the mean free path is about 12 µm, nearly 300 trench widths, so neglecting collisions in the trench is sound. The weakest assumption is the division into perfectly sticking and uniformly coating species, since real precursors also re-emit. Raising $c$ to 0.3 at fixed $h=2$ nm and $M=128$ lowers $\tau_c$ from 49.9 to 41.8 nm and the void area from 1031 to 693 nm², a drop of roughly 30 %. The grid was not refined at $c=0.3$, and the area of 693 nm² may be low by about 10 %, but the change is several times larger than that, so a predictive calculation needs $c$ from measured film profiles. Fringing fields above and below the lines are omitted, and the 30 % applies to the sidewall part of the capacitance.

The uniform share also fails when the mouth can no longer feed the walls. For sticking probability $s_0$ and coated perimeter $P=2H+w=200$ nm, balancing supply through the mouth against consumption reduces the inner density by the factor $2g/(2g+s_0P)$. This neglects the transport resistance between the mouth and the floor. Since $c\,d\tau\le|dg|$, the missing film within this balance is at most

$$\int_0^{w/2}\frac{s_0P}{2g+s_0P}\,dg=\frac{s_0P}{2}\ln\left(1+\frac{w}{s_0P}\right).$$

For $s_0=0.001$ this is 0.53 nm. The narrow neck is a long slit rather than an orifice: between lips of radius 25 nm it transmits only about a fifth to a half of the flux once $g$ is below 1.5 nm, which raises this bound to about 0.9 nm and the next one to about 4 nm. For $s_0=0.01$ it is 3.0 nm, no longer small beside the 10 nm uniform film, and the low-sticking species would then need its own transport calculation. The values used here are listed in the numerical output.

## Values computed for the example and the checks

```
trench width, depth, pitch: 40, 80, 80 nm
uniform share c: 0.20; film k: 2.7
blanket rate: 100 nm/min
floor-centre F: rays 0.2422, formula 0.2425
wall F at 30 nm depth: rays 0.2000, formula 0.2000
neck test, lip radius 25 nm:
  half-gap 4.00 nm: F rays 0.12115, formula 0.12121
  half-gap 1.00 nm: F rays 0.03704, formula 0.03704
  half-gap 0.25 nm: F rays 0.00983, formula 0.00980
ridge test after 16 nm, largest surface error:
  h = 2 nm: 0.968 nm
  h = 1 nm: 0.497 nm
grid study, M = 128 (closure thickness, neck height, void area):
  h = 4 nm: 49.70 nm, 98.0 nm, 1013 nm2
  h = 2 nm: 49.94 nm, 103.0 nm, 1031 nm2
  h = 1 nm: 50.26 nm, 103.5 nm, 1038 nm2
  shape difference h = 4 to 1 nm: 54 nm2 = 5.2 % of void
  shape difference h = 2 to 1 nm: 14 nm2 = 1.3 % of void
angle study, h = 2 nm (closure thickness, void area):
  M = 16: 50.46 nm, 1015 nm2
  M = 32: 50.24 nm, 1018 nm2
  M = 64: 49.78 nm, 1037 nm2
  M = 128: 49.94 nm, 1031 nm2
  M = 256: 49.97 nm, 1030 nm2
  shape difference M = 16 to 256: 18.5 nm2 = 1.80 % of void
  shape difference M = 32 to 256: 10.5 nm2 = 1.02 % of void
  shape difference M = 64 to 256: 6.0 nm2 = 0.58 % of void
  shape difference M = 128 to 256: 1.0 nm2 = 0.10 % of void
closure bounds: 33.3 to 100.0 nm
reduced neck model closure: 50.3 nm
finest run stopped at half-gap 0.991 nm, rate 0.216 R0
thickness added by closing law: 4.76 nm
closure time: 30.2 s
neck above line top: 23.5 nm
void width at half depth: 16.5 nm
wall film at half depth: 11.7 nm
floor film at centre: 14.1 nm
uniform part c*R0*T: 10.1 nm
effective k: 1.877 (bounds 1.860 to 1.977)
sidewall capacitance: 33.2 aF/um; filled 47.8 aF/um
gas: 5 Torr, 623 K, molecule diameter 0.5 nm
mean free path: 11.6 um; over trench width: 290
starvation, sticking 0.001: mouth width 0.20 nm, film loss up to 0.53 nm
c = 0.3, h = 2 nm: closure 41.83 nm, void 693 nm2
```
